# Spin-Transfer Torque Does Not Require Spin-Flip Scattering: a numerical check

```python
"""Spin-transfer torque without spin-flip scattering or spin-orbit coupling.

Result under test: an electron with spin direction n crossing a layer with
H = p^2/2m + U - (Delta/2) m.sigma gives the layer the angular momentum
    (hbar/2) [ Re(eta) m x (n x m) + Im(eta) m x n ],
    eta = 1 - conj(r_up) r_dn - conj(t_up) t_dn,
where r, t are reflection and transmission amplitudes for spin parallel (up)
and antiparallel (dn) to the magnetization direction m.
Lengths are in angstrom, energies in eV; C = hbar^2/(2 m_e).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

C = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
UNIT = np.eye(2, dtype=complex)


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def slab_amplitudes(energy, potential, thickness):
    """Closed-form r and t of a uniform slab (common outer phase dropped)."""
    k = np.sqrt(energy / C)
    p = np.sqrt(complex(energy - potential) / C)
    s, c = np.sin(p * thickness), np.cos(p * thickness)
    t = 1 / (c - 0.5j * (k / p + p / k) * s)
    return 0.5j * (p / k - k / p) * s * t, t


def spin_vector(spinor):
    return np.array([np.vdot(spinor, s @ spinor).real for s in PAULI])


def integrate_spinor(energy, offset, delta, thickness, m):
    """Solve the coupled wave equation in a basis not aligned with m.

    Returns the 2x2 reflection and transmission matrices, the spin lost by an
    electron incident with spin along lab z, and the exchange torque on the
    layer from its space integral, both in units of hbar/2 per electron."""
    k = np.sqrt(energy / C)
    m_sigma = np.tensordot(m, PAULI, axes=1)
    k2 = ((energy - offset) * UNIT + 0.5 * delta * m_sigma) / C

    def rhs(x, y):
        psi, dpsi = y[:4].reshape(2, 2), y[4:].reshape(2, 2)
        return np.concatenate([dpsi.ravel(), (-k2 @ psi).ravel()])

    start = np.concatenate([UNIT.ravel(), (1j * k * UNIT).ravel()])
    sol = solve_ivp(rhs, (thickness, 0), start, method="DOP853", rtol=1e-11,
                    atol=1e-12, max_step=0.2, dense_output=True)
    assert sol.success
    psi0, dpsi0 = sol.y[:4, -1].reshape(2, 2), sol.y[4:, -1].reshape(2, 2)
    incoming = 0.5 * (psi0 + dpsi0 / (1j * k))
    outgoing = 0.5 * (psi0 - dpsi0 / (1j * k))
    trans = np.linalg.inv(incoming)
    refl = outgoing @ trans
    lost = (np.array([0, 0, 1.0]) - spin_vector(trans[:, 0])
            - spin_vector(refl[:, 0]))
    torque = np.zeros(3)
    for x, w in zip(*gauss(0, thickness, 60)):
        spinor = sol.sol(x)[:4].reshape(2, 2) @ trans[:, 0]
        torque += w * delta / (2 * C * k) * np.cross(m, spin_vector(spinor))
    return refl, trans, lost, torque


# ---------------- finite layer between nonmagnetic metals ----------------
offset, delta, thickness = 1.0, 4.0, 6.0
theta, phi = np.radians(60.0), 0.7
m = np.array([np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
              np.cos(theta)])
n = np.array([0, 0, 1.0])
print(f"hbar^2/(2 m_e) = {C:.5f} eV A^2")
print(f"U = {offset:.1f} eV, Delta = {delta:.1f} eV, d = {thickness:.1f} A, "
      f"theta = {np.degrees(theta):.0f} deg")
beam = 1e7  # incident particle flux times e, in A/cm^2
hbar_erg_s = const.hbar * 1e7
shares = {}
for energy in (5.0, 2.5):
    ru, tu = slab_amplitudes(energy, offset - delta / 2, thickness)
    rd, td = slab_amplitudes(energy, offset + delta / 2, thickness)
    eta = 1 - np.conj(ru) * rd - np.conj(tu) * td
    formula = (eta.real * np.cross(m, np.cross(n, m))
               + eta.imag * np.cross(m, n))
    refl, trans, lost, torque = integrate_spinor(energy, offset, delta,
                                                 thickness, m)
    assert np.allclose(torque, lost, atol=1e-6)
    assert np.allclose(torque, formula, atol=1e-6)
    # flips along the magnetization and along the incident spin axis
    m_sigma = np.tensordot(m, PAULI, axes=1)
    p_up, p_dn = (UNIT + m_sigma) / 2, (UNIT - m_sigma) / 2
    flip_m = sum(np.linalg.norm(p_dn @ s @ p_up)**2
                 + np.linalg.norm(p_up @ s @ p_dn)**2 for s in (refl, trans))
    flip_n = abs(refl[1, 0])**2 + abs(trans[1, 0])**2
    assert flip_m < 1e-14
    assert abs(flip_n - 0.5 * np.sin(theta)**2 * eta.real) < 1e-7
    # split of the damping-like part into unequal moduli and unequal phases
    part_r, part_t = 0.5 * abs(ru - rd)**2, 0.5 * abs(tu - td)**2
    filt = 0.5 * (abs(ru) - abs(rd))**2 + 0.5 * (abs(tu) - abs(td))**2
    rot = (abs(ru * rd) * (1 - np.cos(np.angle(rd / ru)))
           + abs(tu * td) * (1 - np.cos(np.angle(td / tu))))
    measured = torque @ np.cross(m, np.cross(n, m)) / np.sin(theta)**2
    assert abs(part_r + part_t - measured) < 1e-6
    assert abs(filt + rot - measured) < 1e-6
    shares[energy] = (filt, rot)
    area_torque = (hbar_erg_s / 2 * beam / const.e
                   * np.linalg.norm(torque))
    print(f"-- layer, E = {energy:.1f} eV")
    print(f"|r_up|^2 = {abs(ru)**2:.4f}, |r_dn|^2 = {abs(rd)**2:.4f}")
    print(f"|t_up|^2 = {abs(tu)**2:.4f}, |t_dn|^2 = {abs(td)**2:.4f}")
    print(f"phase(t_dn/t_up) = {np.degrees(np.angle(td / tu)):.1f} deg")
    print(f"Re eta = {eta.real:.4f}, Im eta = {eta.imag:.4f}")
    print(f"reflection part = {part_r:.4f}, transmission part = {part_t:.4f}")
    print(f"filter part = {filt:.4f}, rotation part = {rot:.4f}")
    print(f"flip probability along n = {flip_n:.4f}")
    print(f"flip probability along m below 1e-14: {flip_m < 1e-14}")
    print(f"torque size = {np.linalg.norm(torque):.4f} hbar/2 per electron")
    print(f"torque per area at {beam:.0e} A/cm^2 = {area_torque:.4f} erg/cm^2")
assert shares[5.0][1] > shares[5.0][0]
assert shares[2.5][0] > shares[2.5][1]

# control: a spin-independent barrier reflects but exerts no torque
refl, trans, lost, torque = integrate_spinor(5.0, 3.0, 0.0, thickness, m)
control_reflection = abs(refl[0, 0])**2
assert control_reflection > 0.1 and np.linalg.norm(lost) < 1e-8
print(f"control U = 3 eV, Delta = 0: reflection = {control_reflection:.4f}, "
      f"spin lost below 1e-8: {np.linalg.norm(lost) < 1e-8}")

# ---------------- half-infinite magnet, Fermi-surface average ----------------
fermi = 5.0
kf = np.sqrt(fermi / C)
k_up = np.sqrt((fermi - offset + delta / 2) / C)
k_dn = np.sqrt((fermi - offset - delta / 2) / C)
dk = k_up - k_dn
# propagating minority waves, then evanescent ones; weight = 2 q dq / kf^2
s, ws = gauss(0, k_dn, 500)
a, wa = gauss(0, np.pi / 2, 500)
edge = np.sqrt(kf**2 - k_dn**2)
kappa = edge * np.sin(a)
q2 = np.concatenate([k_dn**2 - s**2, k_dn**2 + kappa**2])
weight = np.concatenate([2 * s * ws, 2 * kappa * edge * np.cos(a) * wa]) / kf**2
kx = np.concatenate([np.sqrt(edge**2 + s**2), edge * np.cos(a)])
pu = np.sqrt(k_up**2 - q2)
pd = np.concatenate([s + 0j, 1j * kappa])
r_u, r_d = (kx - pu) / (kx + pu), (kx - pd) / (kx + pd)
t_ud = 4 * kx**2 / ((kx + pu) * (kx + pd))


def transverse_current(x):
    return np.sum(weight * (pd + pu) / (2 * kx) * t_ud
                  * np.exp(1j * (pd - pu) * x))


entering = 1 - np.sum(weight * r_u * r_d)
assert abs(transverse_current(0.0) - entering) < 1e-10
depth = 30.0
deposited = sum(w * np.sum(weight * 1j * delta / (2 * C * kx) * t_ud
                           * np.exp(1j * (pd - pu) * x))
                for x, w in zip(*gauss(0, depth, 120)))
assert abs(deposited - (entering - transverse_current(depth))) < 1e-8

normal_ru, normal_rd = (kf - k_up) / (kf + k_up), (kf - k_dn) / (kf + k_dn)
tau0 = 1 - normal_ru * normal_rd


def asymptotic(x):
    return (2 / kf**2 * tau0 * k_up * k_dn / (1j * dk * x)
            * np.exp(-1j * dk * x))


errors = [abs(transverse_current(x) / asymptotic(x) - 1) for x in (200., 800.)]
assert errors[0] < 0.08 and errors[1] < 0.02 and errors[1] < errors[0] / 2
print(f"-- half-infinite magnet, E = {fermi:.1f} eV")
print(f"k_F = {kf:.4f}, k_up = {k_up:.4f}, k_dn = {k_dn:.4f} 1/A")
print(f"precession length 2 pi/(k_up - k_dn) = {2 * np.pi / dk:.2f} A")
print(f"normal incidence: r_up = {normal_ru:.4f}, r_dn = {normal_rd:.4f}, "
      f"entering = {tau0:.4f}")
print(f"averaged entering (= finally absorbed) fraction: "
      f"Re = {entering.real:.4f}, Im = {entering.imag:.4f}")
for x in (10.0, 30.0, 100.0, 800.0):
    print(f"transverse current left at {x:.0f} A: "
          f"{abs(transverse_current(x)):.5f} of incident")
print(f"relative error of 1/x law: {errors[0]:.4f} at 200 A, "
      f"{errors[1]:.4f} at 800 A")

# ---------------- quantum magnet of spin S with contact exchange ----------------
# Dimensionless contact strength u - w (sigma.S)/S; t = 1/(1 + i K), r = t - 1.
u, w_ex = 0.5, 0.8
tu, td = 1 / (1 + 1j * (u - w_ex)), 1 / (1 + 1j * (u + w_ex))
eta = 1 - np.conj(tu - 1) * (td - 1) - np.conj(tu) * td
classical = 0.5 * np.sin(theta) * np.array([eta.real, eta.imag])
electron = np.array([np.cos(theta / 2), np.sin(theta / 2)], dtype=complex)
print(f"-- quantum magnet, u = {u:.1f}, w = {w_ex:.1f} (dimensionless)")
print(f"classical limit: dSx = {classical[0]:.4f}, dSy = {classical[1]:.4f} hbar")
deviation = {}
for spin in (10, 40, 160):
    mz = np.arange(spin, -spin - 1, -1.0)
    raising = np.diag(np.sqrt(spin * (spin + 1) - mz[1:] * (mz[1:] + 1)), 1)
    s_ops = [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(mz)]
    dim = len(mz)
    exchange = sum(np.kron(p, op) for p, op in zip(PAULI, s_ops)) / spin
    kernel = u * np.eye(2 * dim) - w_ex * exchange
    magnet = np.zeros(dim, dtype=complex)
    magnet[0] = 1
    initial = np.kron(electron, magnet)
    sent = np.linalg.solve(np.eye(2 * dim) + 1j * kernel, initial)
    back = sent - initial
    finals = [sent.reshape(2, dim), back.reshape(2, dim)]
    assert abs(sum(np.linalg.norm(f)**2 for f in finals) - 1) < 1e-10
    gain = np.array([sum(np.einsum("ai,ij,aj->", f.conj(), op, f,
                                   optimize=True).real for f in finals)
                     for op in s_ops]) - np.array([0, 0, spin])
    flip = sum(np.linalg.norm(f[:, 1:])**2 for f in finals)
    deviation[spin] = np.linalg.norm(gain[:2] - classical)
    print(f"S = {spin}: dSx = {gain[0]:.4f}, dSy = {gain[1]:.4f} hbar, "
          f"flip probability along m = {flip:.5f}")
assert deviation[160] < 0.01 and deviation[160] < deviation[40] / 3
limit = np.sin(theta / 2)**2 * eta.real
assert abs(160 * flip / limit - 1) < 0.02
print(f"S times flip probability at S = 160: {160 * flip:.4f}, "
      f"predicted limit {limit:.4f}")
print("OK")
```

It prints:

```
hbar^2/(2 m_e) = 3.80998 eV A^2
U = 1.0 eV, Delta = 4.0 eV, d = 6.0 A, theta = 60 deg
-- layer, E = 5.0 eV
|r_up|^2 = 0.0074, |r_dn|^2 = 0.1641
|t_up|^2 = 0.9926, |t_dn|^2 = 0.8359
phase(t_dn/t_up) = 179.5 deg
Re eta = 1.9458, Im eta = -0.0089
reflection part = 0.1207, transmission part = 1.8251
filter part = 0.0542, rotation part = 1.8916
flip probability along n = 0.7297
flip probability along m below 1e-14: True
torque size = 1.6851 hbar/2 per electron
torque per area at 1e+07 A/cm^2 = 0.0555 erg/cm^2
-- layer, E = 2.5 eV
|r_up|^2 = 0.0073, |r_dn|^2 = 0.9713
|t_up|^2 = 0.9927, |t_dn|^2 = 0.0287
phase(t_dn/t_up) = 71.9 deg
Re eta = 0.9216, Im eta = -0.2405
reflection part = 0.4632, transmission part = 0.4584
filter part = 0.7470, rotation part = 0.1745
flip probability along n = 0.3456
flip probability along m below 1e-14: True
torque size = 0.8248 hbar/2 per electron
torque per area at 1e+07 A/cm^2 = 0.0271 erg/cm^2
control U = 3 eV, Delta = 0: reflection = 0.1641, spin lost below 1e-8: True
-- half-infinite magnet, E = 5.0 eV
k_F = 1.1456, k_up = 1.2549, k_dn = 0.7245 1/A
precession length 2 pi/(k_up - k_dn) = 11.85 A
normal incidence: r_up = -0.0455, r_dn = 0.2251, entering = 1.0103
averaged entering (= finally absorbed) fraction: Re = 0.9716, Im = -0.0751
transverse current left at 10 A: 0.22443 of incident
transverse current left at 30 A: 0.08566 of incident
transverse current left at 100 A: 0.02632 of incident
transverse current left at 800 A: 0.00330 of incident
relative error of 1/x law: 0.0308 at 200 A, 0.0077 at 800 A
-- quantum magnet, u = 0.5, w = 0.8 (dimensionless)
classical limit: dSx = 0.3781, dSy = 0.1441 hbar
S = 10: dSx = 0.3677, dSy = 0.1282 hbar, flip probability along m = 0.02022
S = 40: dSx = 0.3755, dSy = 0.1400 hbar, flip probability along m = 0.00535
S = 160: dSx = 0.3774, dSy = 0.1431 hbar, flip probability along m = 0.00136
S times flip probability at S = 160: 0.2172, predicted limit 0.2183
OK
```
